# Huang's Conditions on Force Constants and the Vanishing of Anisotropic Stress

## Two answers for one shear modulus

Elastic constants can be read from the force constants of density functional perturbation theory by expanding them for long waves. Take a triclinic model crystal whose sublattices are constrained to move together. A wave polarized along \(x\) and travelling along \(y\) gives a stiffness of 302.77 GPa. A wave polarized along \(y\) and travelling along \(x\) gives 304.27 GPa. These are imposed displacement patterns, not normal modes of the triclinic crystal; letting the sublattices relax lowers both numbers in this model by about 9.7 GPa and leaves their difference unchanged. In ordinary elasticity both numbers are the shear modulus \(C_{xyxy}\), so one of them seems to be wrong.

Neither is wrong: the crystal is under stress. Without a rule connecting the two numbers, one cannot tell stress from faulty force constants, and averaging them would erase a real effect. The rule concerns the second moments

\[
[\alpha\beta,\gamma\delta]=-\frac{1}{2\Omega}\sum_{i\in\text{cell}}\sum_j\Phi_{\alpha\beta}(i,j)R_\gamma R_\delta .
\tag{1}
\]

Here \(\Phi_{\alpha\beta}(i,j)=\partial^2U/\partial u_{i\alpha}\partial u_{j\beta}\), \(\mathbf R=\mathbf X_j-\mathbf X_i\) is the true separation of the atoms, not merely a lattice vector, and \(\Omega\) is the cell volume. Greek indices are Cartesian, and repeated ones are summed unless a particular component is named. Huang's conditions are

\[
[\alpha\beta,\gamma\delta]=[\gamma\delta,\alpha\beta].
\tag{2}
\]

They hold in a stress-free crystal. The converse is weaker: they hold whenever the stress is isotropic, so they do not exclude a pressure.

## Simple case: pair forces, one atom per cell

Let each pair have energy \(\phi(r)\), with \(r=|\mathbf R|\). The gradient of \(\phi\) with respect to \(\mathbf R\) is \(\phi'R_\alpha/r\). Differentiating again, and remembering that \(\mathbf R\) changes with opposite signs when atoms \(i\) and \(j\) move, gives for \(i\ne j\)

\[
\Phi_{\alpha\beta}(i,j)=-\left[\left(\phi''-\frac{\phi'}{r}\right)\frac{R_\alpha R_\beta}{r^2}+\frac{\phi'}{r}\delta_{\alpha\beta}\right].
\]

The term \(i=j\) has \(\mathbf R=0\) and drops out of (1). Hence

\[
[\alpha\beta,\gamma\delta]=\frac1{2\Omega}\sum_j\left(\phi''-\frac{\phi'}r\right)\frac{R_\alpha R_\beta R_\gamma R_\delta}{r^2}
+\delta_{\alpha\beta}\,\frac1{2\Omega}\sum_j\frac{\phi'}rR_\gamma R_\delta .
\]

The last sum is the stress. Under a homogeneous deformation \(\mathbf x\to(1+h)\mathbf x\), a bond lengthens to first order by \(R_\gamma h_{\gamma\delta}R_\delta/r\). The energy per cell is \(\tfrac12\sum_j\phi\), the half preventing double counting. Its derivative per volume is therefore

\[
\sigma_{\gamma\delta}=\frac1{2\Omega}\sum_j\frac{\phi'}rR_\gamma R_\delta ,
\]

with tension positive. The first part of the bracket is symmetric in all four indices and cancels on exchange of the pairs:

\[
[\alpha\beta,\gamma\delta]-[\gamma\delta,\alpha\beta]
=\delta_{\alpha\beta}\sigma_{\gamma\delta}-\delta_{\gamma\delta}\sigma_{\alpha\beta}.
\tag{3}
\]

**Limit: a bundle of strings.** Keep only bonds along \(x\), of length \(a\) and tension \(t=\phi'(a)\). Each atom has two neighbours, so

\[
[yy,xx]=\frac1{2\Omega}\,2\,\frac ta\,a^2=\frac{ta}{\Omega}=\sigma_{xx},\qquad [xx,yy]=0 .
\]

The first result is the stretched string: a transverse wave along \(x\), long compared with \(a\), obeys \(\rho\omega^2=\sigma_{xx}q^2\), where \(\rho\) is the mass density. The second describes strings sliding past one another without resistance. The asymmetry is the restoring force of tension, which acts on waves travelling along the tension.

## General forces: what the brackets measure

Density functional forces are not pair forces, so (3) must be derived again. I assume that the energy is invariant under translations and rotations, that atomic forces vanish, and that the energy is a sum of cell energies depending on relative positions, with interactions decaying fast enough for absolutely convergent second moments. Long-range polar forces fall outside this assumption: dipole–dipole force constants decay as \(r^{-3}\), and their contribution needs separate treatment. Absolute convergence requires decay faster than \(r^{-5}\), so quadrupole–quadrupole force constants, which decay as \(r^{-5}\) and are allowed even in non-polar crystals of the diamond structure, also fall outside it.

The bracket is symmetric in \(\gamma\delta\) by definition. Since mixed derivatives commute, \(\Phi_{\alpha\beta}(i,j)=\Phi_{\beta\alpha}(j,i)\). Exchanging the names of the atoms sends \(\mathbf R\) to \(-\mathbf R\) and leaves \(R_\gamma R_\delta\) unchanged; lattice translation moves the other atom of the pair back into the reference cell. Thus the bracket is also symmetric in \(\alpha\beta\).

In perturbation theory the brackets are curvatures. With true separations in the phases,

\[
C_{\kappa\alpha,\kappa'\beta}(\mathbf q)=\sum_{l'}\Phi_{\alpha\beta}(0\kappa,l'\kappa')e^{i\mathbf q\cdot\mathbf R},
\]

two derivatives bring down \(-R_\gamma R_\delta\), so

\[
[\alpha\beta,\gamma\delta]=\frac1{2\Omega}\left.\frac{\partial^2}{\partial q_\gamma\partial q_\delta}\sum_{\kappa\kappa'}C_{\kappa\alpha,\kappa'\beta}(\mathbf q)\right|_{\mathbf q=0}.
\]

There is no mass weighting in this matrix.

The linear term is absent. Let \(D_{\alpha\beta\gamma}=\sum_{i\in\text{cell}}\sum_j\Phi_{\alpha\beta}(i,j)R_\gamma\). The exchange of atoms just used now changes the sign of \(R_\gamma\), so \(D_{\alpha\beta\gamma}=-D_{\beta\alpha\gamma}\). A small rotation about atom \(i\) displaces atom \(j\) by \(\omega_{\beta\gamma}R_\gamma\), with \(\omega\) antisymmetric. It can only rotate the force on atom \(i\), which is zero, so \(\sum_j\Phi_{\alpha\beta}(i,j)\omega_{\beta\gamma}R_\gamma=0\) for every such \(\omega\). Hence \(D_{\alpha\beta\gamma}=D_{\alpha\gamma\beta}\). Using the two rules in turn,

\[
D_{\alpha\beta\gamma}=-D_{\beta\alpha\gamma}=-D_{\beta\gamma\alpha}=D_{\gamma\beta\alpha}=D_{\gamma\alpha\beta}=-D_{\alpha\gamma\beta}=-D_{\alpha\beta\gamma},
\]

and therefore \(D=0\).

### A frozen wave, counted twice

Displace every atom by \(\mathbf u_i=\mathbf a\cos(\mathbf q\cdot\mathbf X_i)\), with real \(\mathbf a\) and small nonzero \(\mathbf q\). The second-order energy contains

\[
\cos(\mathbf q\cdot\mathbf X_i)\cos(\mathbf q\cdot\mathbf X_j)
=\tfrac12\cos(\mathbf q\cdot\mathbf R)+\tfrac12\cos[\mathbf q\cdot(\mathbf X_i+\mathbf X_j)].
\]

The second term averages to zero over the crystal. Including the factor \(\tfrac12\) of the Taylor expansion, the average energy per cell is

\[
\bar U_2=\frac14a_\alpha a_\beta\sum_{i\in\text{cell}}\sum_j\Phi_{\alpha\beta}(i,j)\cos(\mathbf q\cdot\mathbf R).
\]

Expand \(\cos(\mathbf q\cdot\mathbf R)=1-\tfrac12(\mathbf q\cdot\mathbf R)^2+\cdots\). The constant vanishes because a uniform translation produces no force, \(\sum_j\Phi_{\alpha\beta}(i,j)=0\). By (1), the sum over \(\Phi R_\gamma R_\delta\) is \(-2\Omega[\alpha\beta,\gamma\delta]\), so to order \(q^2\)

\[
\frac{\bar U_2}{\Omega}=\frac14a_\alpha a_\beta[\alpha\beta,\gamma\delta]q_\gamma q_\delta .
\tag{4}
\]

Now count the same energy through the cell energies. Let \(e(\{\mathbf R_m\})\) be the energy assigned to one cell, where \(\mathbf R_m\) runs from a reference atom at \(\mathbf X_0\) to the atoms on which this energy depends. The displacement differences are

\[
\Delta_{m\alpha}=a_\alpha\{\cos[\mathbf q\cdot(\mathbf X_0+\mathbf R_m)]-\cos(\mathbf q\cdot\mathbf X_0)\}
=h_{\alpha\gamma}R_{m\gamma}+O(q^2),
\]

\[
h_{\alpha\gamma}=-a_\alpha q_\gamma\sin(\mathbf q\cdot\mathbf X_0).
\]

Each cell thus sees a nearly homogeneous deformation. Terms of \(e\) linear in \(\Delta\) are linear in the wave and average to zero, even if individual bonds are under tension. For the quadratic terms, define the energy of a homogeneously deformed crystal per reference volume, \(W(h)=e(\{(1+h)\mathbf R_m\})/\Omega\), and

\[
S_{\alpha\gamma\beta\delta}=\left.\frac{\partial^2W}{\partial h_{\alpha\gamma}\partial h_{\beta\delta}}\right|_0
=\frac1\Omega\sum_{mn}\frac{\partial^2e}{\partial R_{m\alpha}\partial R_{n\beta}}R_{m\gamma}R_{n\delta}.
\]

All atoms follow \(h\) without internal relaxation; this is the clamped-ion response. The quadratic energy density of a cell is \(\tfrac12S_{\alpha\gamma\beta\delta}h_{\alpha\gamma}h_{\beta\delta}\). The average of \(\sin^2\) is \(\tfrac12\), so

\[
\frac{\bar U_2}{\Omega}=\frac14S_{\alpha\gamma\beta\delta}a_\alpha q_\gamma a_\beta q_\delta .
\]

This equals (4) for every \(\mathbf a\) and \(\mathbf q\). Only the part of \(S\) symmetric in \(\alpha\beta\) and in \(\gamma\delta\) survives. Because \(S_{\alpha\gamma\beta\delta}=S_{\beta\delta\alpha\gamma}\), the four terms of that symmetrization are equal in pairs, leaving

\[
[\alpha\beta,\gamma\delta]=\tfrac12\left(S_{\alpha\gamma\beta\delta}+S_{\alpha\delta\beta\gamma}\right).
\tag{5}
\]

**Limit: the strings again.** For \(h_{yx}\) alone, the bond length becomes \(a\sqrt{1+h_{yx}^2}\approx a+\tfrac12ah_{yx}^2\). The energy density rises by \(\tfrac12(ta/\Omega)h_{yx}^2\), so \(S_{yxyx}=\sigma_{xx}\). Equation (5) returns \([yy,xx]=\sigma_{xx}\), as before.

## Rotational invariance brings in the stress

Write \(F=1+h\). By polar decomposition \(F\) is a rotation times \(\sqrt{F^TF}\), and the rotation costs no energy. Therefore \(W(h)=w(E)\), where

\[
E_{\mu\nu}=\tfrac12\left(h_{\mu\nu}+h_{\nu\mu}+h_{\lambda\mu}h_{\lambda\nu}\right).
\]

The first derivative at \(h=0\) is the stress, \(\sigma_{\mu\nu}=\partial w/\partial E_{\mu\nu}\). Since the atomic forces vanish, letting the atoms relax does not change this first derivative. A second derivative of \(W\) has two parts: the curvature of \(w\), and the slope of \(w\) times the curvature of \(E\). The latter is

\[
\frac{\partial^2E_{\mu\nu}}{\partial h_{\alpha\gamma}\partial h_{\beta\delta}}
=\tfrac12\delta_{\alpha\beta}\left(\delta_{\gamma\mu}\delta_{\delta\nu}+\delta_{\delta\mu}\delta_{\gamma\nu}\right).
\]

Contracting with the symmetric \(\sigma_{\mu\nu}\) gives

\[
S_{\alpha\gamma\beta\delta}=\delta_{\alpha\beta}\sigma_{\gamma\delta}+C_{\alpha\gamma\beta\delta},
\tag{6}
\]

where \(C\) is the second derivative of \(w\) with respect to \(E\). Because \(E\) is symmetric and derivatives commute, \(C_{\alpha\gamma\beta\delta}=C_{\gamma\alpha\beta\delta}=C_{\alpha\gamma\delta\beta}=C_{\beta\delta\alpha\gamma}\).

**Limit: an infinitesimal rotation.** For antisymmetric \(h\), the linear part of \(E\) vanishes but \(E=\tfrac12h^Th\) does not. A linear displacement field with antisymmetric gradient is a rotation only to first order; at second order it stretches the material. Stress does work on that stretch, which is the first term of (6).

Insert (6) into (5):

\[
[\alpha\beta,\gamma\delta]=\delta_{\alpha\beta}\sigma_{\gamma\delta}
+\tfrac12\left(C_{\alpha\gamma\beta\delta}+C_{\alpha\delta\beta\gamma}\right).
\tag{7}
\]

On exchanging the pairs, the two elastic terms become \(C_{\gamma\alpha\delta\beta}=C_{\alpha\gamma\beta\delta}\) and \(C_{\gamma\beta\delta\alpha}=C_{\beta\gamma\alpha\delta}=C_{\alpha\delta\beta\gamma}\). They are unchanged and cancel in the difference. Equation (3) therefore holds for general forces under the stated assumptions.

### Which stress must vanish?

Set \(\beta=\alpha\) in (3) and sum:

\[
\sum_\alpha\left([\alpha\alpha,\gamma\delta]-[\gamma\delta,\alpha\alpha]\right)
=3\sigma_{\gamma\delta}-\delta_{\gamma\delta}\operatorname{tr}\sigma=3s_{\gamma\delta},
\tag{8}
\]

where \(s\) is the deviatoric stress. If Huang's conditions hold, \(s=0\). Conversely, if \(s=0\), then \(\sigma_{\alpha\beta}=-P\delta_{\alpha\beta}\), and the right side of (3) is \(-P(\delta_{\alpha\beta}\delta_{\gamma\delta}-\delta_{\gamma\delta}\delta_{\alpha\beta})=0\). The conditions are thus equivalent to isotropic stress. Zero stress requires the further statement \(P=0\).

## Fifteen conditions, five stresses

A symmetric pair of indices has six values: \(xx,yy,zz,yz,xz,xy\). The brackets form a \(6\times6\) matrix, and (2) makes it symmetric. That is \(6\cdot5/2=15\) equations.

They are independent if only translation and permutation symmetry are imposed. A bond along \(\mathbf R\) may then carry any symmetric matrix \(K_{\alpha\beta}\), the self term being fixed by translation. It contributes the antisymmetrized product of \(K_{\alpha\beta}\) and \(R_\gamma R_\delta\). When the products \(R_\gamma R_\delta\) of the available bonds span all six symmetric components, these contributions span every antisymmetric \(6\times6\) matrix. The computed rank for the bonds of the model below is 15.

Rotational invariance of the energy, used to second order in (6), makes the conditions less independent. The first-moment rotation rule on \(\Phi\), used above to show \(D=0\), does not do this by itself: imposing it on the bonds of the model leaves the rank at 15. Let \(A_{p,q}=[p,q]-[q,p]\). Equation (3) sorts them as follows.

- Three shear–shear differences vanish at any stress: \(A_{yz,xz}=A_{yz,xy}=A_{xz,xy}=0\).
- Three contain normal stresses: \(A_{xx,yy}=\sigma_{yy}-\sigma_{xx}\), \(A_{yy,zz}=\sigma_{zz}-\sigma_{yy}\), and \(A_{xx,zz}=\sigma_{zz}-\sigma_{xx}\). The third is the sum of the first two.
- Nine contain shear stresses, each three times; for example \(A_{xx,yz}=A_{yy,yz}=A_{zz,yz}=\sigma_{yz}\).

The relations valid at any stress number \(3+1+6=10\). The remaining five quantities are two normal-stress differences and three shear stresses. For computed force constants this separates two questions. A violation of the ten relations means that an assumption or the numerical accuracy has failed. The other five combinations may be nonzero because the crystal really is stressed, and forcing them to zero would then change its physics.

**Limit: higher symmetry.** Inversion leaves all these even-rank tensors unchanged, so it does not reduce the triclinic count. A twofold axis along \(z\) leaves \(xx,yy,zz,xy\) even and makes \(yz,xz\) odd. Only pairs of equal parity can differ, giving \(6+1=7\) conditions. With three perpendicular twofold axes, the shear components have mutually different parities, and only the three normal–normal conditions remain.

In the cubic group 23, the threefold axis makes \(A_{xx,yy}=A_{yy,zz}=A_{zz,xx}=c\). One condition, \(c=0\), remains to be stated, although cubic symmetry permits no deviatoric stress. Rotational invariance of the energy supplies it through (3), not through the first-moment rule on \(\Phi\): \(A_{xx,yy}+A_{yy,zz}=A_{xx,zz}\) reads \(2c=-c\). In group 432 a fourfold axis exchanges \(x\) and \(y\), so \(c=-c\) by symmetry alone and no condition is left.

## A triclinic crystal under three stresses

The model has two atoms in a cell of 35.64 Å³, with 18 bonds and 28 three-body terms per cell. A bond with reference length \(r_0\) has energy \(t(r-r_0)+\tfrac12k(r-r_0)^2\). A three-body term is quadratic in the deviation of the scalar product of two bond vectors from a chosen value, which makes the forces non-central. The tensions \(t\) are solved for so that the atomic forces vanish and the stress has a prescribed value. The states are stationary; their stability against all phonons was not examined.

Force constants come from displaced atoms in a periodic supercell, while stress and \(C\) come from energies of homogeneous deformations. Equations (3) and (5) were tested by comparing these two routes in all three states. Equation (6) involves no force constants; it was tested in the same states within the second route, by comparing energy derivatives with respect to \(h\) and to \(E\).

In the anisotropic state, \((\sigma_{xx},\sigma_{yy},\sigma_{zz})=(1.0,-0.5,2.0)\) GPa and \((\sigma_{yz},\sigma_{xz},\sigma_{xy})=(0.4,-0.2,0.3)\) GPa. The two stiffnesses of the opening now give one modulus. By (7), \([xx,yy]=\sigma_{yy}+C_{xyxy}\) and \([yy,xx]=\sigma_{xx}+C_{xyxy}\), hence

\[
C_{xyxy}=302.77+0.50=303.27\ \text{GPa},\qquad
C_{xyxy}=304.27-1.00=303.27\ \text{GPa}.
\]

The largest violation is \(A_{yy,zz}=2.0-(-0.5)=2.5\) GPa. Equation (8) recovers the deviatoric stress from force constants alone. For its \(xx\) component, \(A_{yy,xx}=1.5\) GPa and \(A_{zz,xx}=-1.0\) GPa, so

\[
s_{xx}=\tfrac13(0+1.5-1.0)=0.17\ \text{GPa}.
\]

Directly, \(\sigma_{xx}-\tfrac13\operatorname{tr}\sigma=1.0-2.5/3=0.17\) GPa. This is a small difference between large numbers: the 1.5 GPa gap in the opening is about 0.5% of either stiffness, so force constants with errors of that relative size could hide it.

Over 12 random stress states, the fifteen differences have only five independent directions. The fifth singular value is 2.76 GPa and the sixth is \(4\times10^{-7}\) GPa, numerical noise by comparison.

## The pressure that the conditions miss

In the hydrostatic state \(P=3\) GPa, yet the largest Huang violation is \(1.2\times10^{-7}\) GPa, the same as in the stress-free state. One might hope to find the pressure elsewhere in the brackets. To see whether this is possible, solve (7) for \(C\) as if the stress were zero:

\[
\tilde C_{\alpha\gamma\beta\delta}=[\alpha\beta,\gamma\delta]+[\alpha\delta,\beta\gamma]-[\alpha\gamma,\beta\delta].
\]

At zero stress, the three brackets are half-sums of pairs drawn from \(C_{\alpha\gamma\beta\delta}\), \(C_{\alpha\delta\beta\gamma}\) and \(C_{\alpha\beta\gamma\delta}\). The first contains the first two, the second contains the first and third, and the last contains the second and third. The combination leaves \(C_{\alpha\gamma\beta\delta}\). Under pressure, the stress term of (7) adds

\[
\tilde C_{\alpha\gamma\beta\delta}=C_{\alpha\gamma\beta\delta}
-P\left(\delta_{\alpha\beta}\delta_{\gamma\delta}+\delta_{\alpha\delta}\delta_{\beta\gamma}-\delta_{\alpha\gamma}\delta_{\beta\delta}\right).
\tag{9}
\]

The added tensor has all the index symmetries of \(C\). Moreover, in \(\tfrac12(\tilde C_{\alpha\gamma\beta\delta}+\tilde C_{\alpha\delta\beta\gamma})\) its last two products cancel, leaving \(-P\delta_{\alpha\beta}\delta_{\gamma\delta}\), the pressure term of (7). A stress-free crystal with elastic tensor \(\tilde C\) would therefore have the same brackets. For general forces, second moments alone cannot separate pressure from elasticity; finding the pressure needs independent information, most directly the first derivative of the energy with respect to volume. Knowing that the forces are pair forces is such information: in the simple case above the fully symmetric part cancels in \([xy,xy]-[xx,yy]=-\sigma_{yy}=P\).

In the model, \(C_{xxxx}=827.45\) GPa appears as \(827.45-3.00=824.45\) GPa, while \(C_{xxyy}=202.46\) GPa appears as \(202.46+3.00=205.46\) GPa. The shear modulus \(C_{xyxy}=303.86\) GPa appears as 300.86 GPa, and this is also the common value of \([xx,yy]\) and \([yy,xx]\). The two waves of the opening now agree with each other, but their common stiffness differs from \(C_{xyxy}\) by the pressure. The shifted values are not errors: they equal the derivatives of the Cauchy stress with respect to a small symmetric strain applied to the compressed crystal, that is, its clamped-ion stress–strain moduli under pressure.

## Computed values

```
cell volume = 35.640 angstrom^3
bonds per cell = 18, three-body terms = 28
bond lengths: 2.390 to 4.355 angstrom
1 eV/angstrom^3 = 160.2177 GPa
anisotropic: stress xx,yy,zz,yz,xz,xy from energy (GPa) = 1.0000 -0.5000 2.0000 0.4000 -0.2000 0.3000
  [xx,yy] = 302.7733 GPa, [yy,xx] = 304.2733 GPa
  largest Huang violation = 2.5e+00 GPa
hydrostatic: stress xx,yy,zz,yz,xz,xy from energy (GPa) = -3.0000 -3.0000 -3.0000 0.0000 0.0000 0.0000
  [xx,yy] = 300.8587 GPa, [yy,xx] = 300.8587 GPa
  largest Huang violation = 1.2e-07 GPa
stress-free: stress xx,yy,zz,yz,xz,xy from energy (GPa) = 0.0000 0.0000 0.0000 0.0000 0.0000 0.0000
  [xx,yy] = 303.2516 GPa, [yy,xx] = 303.2516 GPa
  largest Huang violation = 1.2e-07 GPa
anisotropic state, the fifteen differences [p,q]-[q,p] (GPa):
  xx,yy: -1.5000   xx,zz: 1.0000   xx,yz: 0.4000
  xx,xz: -0.2000   xx,xy: 0.3000   yy,zz: 2.5000
  yy,yz: 0.4000   yy,xz: -0.2000   yy,xy: 0.3000
  zz,yz: 0.4000   zz,xz: -0.2000   zz,xy: 0.3000
  yz,xz: 0.0000   yz,xy: 0.0000   xz,xy: 0.0000
deviatoric stress from force constants, xx,yy,zz,yz,xz,xy (GPa) = 0.1667 -1.3333 1.1667 0.4000 -0.2000 0.3000
hydrostatic state: pressure = 3.0000 GPa
  C_xxxx = 827.453 GPa, from brackets = 824.453 GPa
  C_xxyy = 202.463 GPa, from brackets = 205.463 GPa
  C_xyxy = 303.859 GPa, from brackets = 300.859 GPa
independent conditions, translation and permutation symmetry only = 15
independent violations over 12 random stresses, rotational invariance included = 5
  fifth and sixth singular values = 2.760, 4.0e-07 GPa
combinations secured by rotational invariance = 10
point group: Huang conditions, deviatoric stress components
  triclinic 1: 15, 5
  monoclinic 2: 7, 3
  orthorhombic 222: 3, 2
  cubic 23: 1, 0
  cubic 432: 0, 0
```
